# Phonon shift and linewidth of the G mode in doped graphene, part 2

We study the $q=0$ optical G mode (energy $W=\hbar\omega_0$, ion mass $M$) of graphene at chemical potential $\mu$. Non-interacting $\pi$ electrons have bonds $\delta_j$ (A to B, length $b$, directions $\hat\delta_j$), cell area $A_0=3\sqrt3\,b^2/2$ and hopping $t(d)=t\,e^{-\beta(d/b-1)}$. The lattice constant is fixed; shifts are from the neutral sheet at $T=0$. Example: $t=3$ eV, $b=1.4$ Å, $\beta=2.5$, $M=12$ u, $W=0.2$ eV.

**(a)** The Bloch element is $h(k)=-\sum_jt_je^{ik\cdot\delta_j}$. Near $K$, $\varepsilon=\hbar vk$, $\hbar v=3tb/2$, with states $|\pm\rangle=(1,\pm e^{i\theta})/\sqrt2$. Relative sublattice displacement $w$ adds $\delta h$ and moves the Dirac point to $k_D=(\beta/b^2)(-w_y,w_x)$, oppositely at $K'$. The vertex $V$ is $g\sigma_x$ ($y$ mode) or $\mp g\sigma_y$ ($x$ mode at $K,K'$), with $g=\frac{3\beta t}{2b}w_0$, $w_0=\sqrt{\hbar/M\omega_0}$.

**(b)** For $N$ cells, occupations $f_s$ and complex energy $z$,

$$\Pi(z)=\frac2N\sum_{k,s,s'}|V_{s's}|^2\frac{f_s-f_{s'}}{z+\varepsilon_s-\varepsilon_{s'}}.$$

At $q=0$, $z\ne0$ only interband terms survive:

$$\Pi(z)=\alpha\int_0^\Lambda d\varepsilon\,F(\varepsilon)\frac{4\varepsilon^2}{z^2-4\varepsilon^2},\qquad \alpha=\frac{g^2A_0}{\pi(\hbar v)^2},$$

with cutoff $\Lambda$, $F(\varepsilon)=n(-\varepsilon-\mu)-n(\varepsilon-\mu)$, $n(x)=1/(e^{x/kT}+1)$.

**(c)** At $T=0$,

$$\delta W_0(\mu)=\alpha\left[|\mu|+\frac W4\ln\left|\frac{W-2|\mu|}{W+2|\mu|}\right|\right],$$

zero at $x=2|\mu|/W=1.19968$.

**(d)** The full width at half maximum is

$$\Gamma=\Gamma_0\,\frac{\sinh(W/2kT)}{\cosh(W/2kT)+\cosh(\mu/kT)},\qquad\Gamma_0=\frac{\pi\alpha W}2 .$$

**(e)** With Euler's constant $\gamma$, for $kT\ll W$,

$$\delta W_T(W/2)=\alpha\left[\frac W2+\frac W4\ln\frac{\pi e^{-\gamma}kT}{2W}+\frac{\pi^2(kT)^2}{24W}+\dots\right],$$

$$|\mu|_{\min}=\frac W2-\frac{3(2\pi kT)^2}{14\zeta(3)W}.$$

The thermal kernel $\mathcal K(x)=-n'(x)$ has $\langle x^2\rangle=\pi^2(kT)^2/3$.

**(f)** The true (Dyson) pole $W+\epsilon$ solves $z^2-W^2-2W\Pi(z)=0$; iterating once, $\epsilon=\Pi\,[1+\Pi'-\Pi/2W]$, with, at $T=0$,

$$\mathrm{Re}\,\Pi'=\alpha\left[\frac14\ln\left|\frac{W-2|\mu|}{W+2|\mu|}\right|+\frac W4\left(\frac1{W-2|\mu|}-\frac1{W+2|\mu|}\right)\right].$$

The neutral pole lies $\Gamma_0^2/8W$ below $W$. The expansion fails within $\alpha W/8$ of $|\mu|=W/2$ at $T=0$; at $T>0$ it needs small $\Gamma_0/16kT$ there. Resonance moves to $2|\mu|=W+\mathrm{Re}\,\epsilon$. The omitted vertex quadratic in $w$ contributes at relative order $(\mu/t)^2$.

### (g) Numbers

The values below are printed by the program after this sheet or follow from its output by arithmetic. It gives $A_0=5.0922$ Å$^2$, $\hbar v=6.300$ eV Å, $|dt/db|=5.3571$ eV/Å and $w_0=0.04173$ Å. Then $g=1.5\times5.3571\times0.04173=0.335$ eV and

$$\alpha=\frac{0.3354^2\times5.0922}{\pi\times6.300^2}=4.59\times10^{-3},$$

an asymptotic slope of 37 cm$^{-1}$/eV. The neutral width is $\Gamma_0=\pi\times4.593\times10^{-3}\times0.1$ eV $=1.44$ meV $=11.6$ cm$^{-1}$. Four filled discs of area $\pi k^2$ give the density $\mu^2/\pi(\hbar v)^2$, which is $8.0\times10^{11}$ cm$^{-2}$ at $|\mu|=W/2$. The zero of the shift lies at 0.120 eV.

At $\mu=0.09$ eV, $\delta W_0=4.593\,[0.09+0.05\ln(0.02/0.38)]$ meV $=-0.263$ meV. At $\mu=0.3$ eV, $\delta W_0=1.378-0.159=1.219$ meV $=9.8$ cm$^{-1}$, so the logarithm still removes 12% of $\alpha\mu$.

Shift in meV:

| $\mu$ (eV) | 0 K | 77 K | 300 K |
|---|---|---|---|
| 0 | 0 | −0.0005 | −0.028 |
| 0.05 | −0.023 | −0.030 | −0.058 |
| 0.09 | −0.263 | −0.294 | −0.059 |
| 0.11 | −0.194 | −0.225 | 0.009 |
| 0.20 | 0.666 | 0.665 | 0.638 |
| 0.30 | 1.219 | 1.218 | 1.213 |

Width in meV:

| $\mu$ (eV) | 0 K | 77 K | 300 K |
|---|---|---|---|
| 0 | 1.443 | 1.443 | 1.384 |
| 0.05 | 1.443 | 1.442 | 1.256 |
| 0.09 | 1.443 | 1.181 | 0.858 |
| 0.11 | 0 | 0.262 | 0.583 |
| 0.20 | 0 | 0.000 | 0.030 |
| 0.30 | 0 | 0.000 | 0.001 |

At 10 K, $kT=0.8617$ meV and $\pi e^{-\gamma}/2=0.88194$, so the dip is $4.593\,[0.1+0.05\ln(0.88194\times0.8617/200)]=-0.8205$ meV, the $T^2$ term being below this precision. The principal-value integral gives the same four digits, or $-6.6$ cm$^{-1}$. At 77 K both give $-0.3513$ meV. At 300 K the law gives $-0.0331$ meV against the integral's $-0.0327$ meV. The predicted offset of the minimum is 0.0261 meV at 10 K, and the computed minimum is at 0.099974 eV. Scaling by $T^2$ predicts 1.55 meV at 77 K (computed 1.56 meV) and 23.5 meV at 300 K (computed 26.5 meV), where $kT\ll W$ no longer holds well. At 300 K the minimum, $-0.073$ meV at 0.073 eV, lies only 0.046 meV below the value at $\mu=0$, a small fraction of the linewidth.

For (f) at $\mu=0.3$ eV, $\mathrm{Re}\,\Pi'=-0.1592/200-0.1875\,\alpha=-0.0017$ and $\Pi/2W=0.0030$, which lowers 1.2187 meV by 0.47% to 1.213 meV; the computed pole is 1.2131 meV above $W$, or 1.2144 meV above the neutral pole, which lies $\Gamma_0^2/8W=0.0013$ meV below $W$. At $\mu=0.05$ eV the full lineshape has width 1.4433 meV (uncertain by one in the last digit, the step of the energy grid) against $\Gamma_0=1.4430$ meV. The $T=0$ window $\alpha W/8=0.11$ meV is smaller than $kT$ at 10 K, but there $\Gamma_0/16kT=1.443/(16\times0.8617)=0.10$, and the shift of $-0.82$ meV moves the resonance condition $2|\mu|=W+\mathrm{Re}\,\epsilon$ by about half of it, 0.4 meV in $\mu$. The minimum of the true pole is therefore displaced by some tenths of a meV, far more than the first-order offset of 0.0261 meV. The four-digit agreements above compare two evaluations of the first-order result; they are not the accuracy of the pole. The quadratic vertex contributes $9.6\times10^{-4}$ of $\alpha\mu$ at 0.3 eV and 300 K.

## Variation 1: the static limit

*Set $z=0$ first and let $q\to0$ afterwards, as a frozen-phonon calculation does. What is the shift?*

At small $q$ the sum connects $k-q/2$ with $k+q/2$. The interband kernel at $z=0$ is $-1$, so removing the blocked weight gives $+\alpha S$ with

$$S=\int_0^\infty(1-F)\,d\varepsilon=kT\left[\ln(1+e^{\mu/kT})+\ln(1+e^{-\mu/kT})\right]\to|\mu| .$$

The intraband ratio of occupation difference to energy difference now tends to $n'(\varepsilon-\mu)$ in the upper band and $n'(-\varepsilon-\mu)=n'(\varepsilon+\mu)$ in the lower. The elements $\langle+|\sigma_x|+\rangle=\cos\theta$ and $\langle+|\sigma_y|+\rangle=\sin\theta$ again have mean square $1/2$, so the term is $\alpha\int\varepsilon\,[n'(\varepsilon-\mu)+n'(\varepsilon+\mu)]\,d\varepsilon=-\alpha S$ by parts. The static shift vanishes in the Dirac model at every $\mu$ and $T$. This agrees with (a): a frozen displacement translates each cone by $k_D$, and electrons that relax into the moved cone have the same energy as before.

At $z\approx W$ the intraband term is $\mathcal K\Delta/(z-\Delta)$ with $\Delta=\hbar vq\cos\theta$ for $q$ along $x$. The order $\Delta/z$ is odd under $\theta\to\theta+\pi$ and cancels; the next is $\mathcal K\Delta^2/z^2$. For the $y$ mode the average $\langle\cos^4\theta\rangle=3/8$ replaces $1/2$, giving $\tfrac34\alpha S(\hbar vq/z)^2$. With $\alpha S=1.3779$ meV, $\hbar vq=2$ meV and $|z|^2=0.2^2+0.01^2$ eV$^2$ this is $1.03\times10^{-4}$ meV, as the lattice sum prints. For $\hbar vq\ll W$ the Fermi surface cannot follow the cone, the cancellation is lost, and in this model the whole shift of (c) is nonadiabatic. This assumes that electron momentum relaxation is slow, $\hbar/\tau\ll W$. In a real sheet, effects left out here also enter: a doping-dependent lattice constant and force constants give an adiabatic shift, and level broadening or charge inhomogeneity smears the dip at $|\mu|=W/2$.

## Variation 2: corrections from the lattice

*How far does the full tight-binding band change the result?*

A correction of relative order $(\mu/t)^2=10^{-2}$ would be natural at $\mu=0.3$ eV. The program finds instead that the dynamic lattice sum differs from the Dirac formula by $7.5\times10^{-7}$ of $\alpha\mu$, while the static terms, $-1.3846$ and $+1.3779$ meV, leave $-0.0066$ meV, or 0.48% of $\alpha S$. The absence of the $(\mu/t)^2$ term in the dynamic sum and the size of the static residual can be derived; the value $7.5\times10^{-7}$ itself is only computed.

Let $G=\sum_j\hat\delta_je^{ik\cdot\delta_j}$ at any $k$. Then $\nabla h=-itb\,G$ and $\delta h=(\beta t/b)\,w\cdot G=i(\beta/b^2)\,w\cdot\nabla h$. With $h=\varepsilon e^{i\varphi}$ the states are $(1,\pm e^{-i\varphi})/\sqrt2$, the interband element is $i\,\mathrm{Im}(\delta h\,e^{-i\varphi})$ up to sign, and the intraband one is $\pm\mathrm{Re}(\delta h\,e^{-i\varphi})$. Since $\delta h\,e^{-i\varphi}=i(\beta/b^2)\,w\cdot(\nabla\varepsilon+i\varepsilon\nabla\varphi)$, the interband element has modulus $(\beta/b^2)|w\cdot\nabla\varepsilon|$. The weight at energy $\varepsilon$ is $\oint dl\,(\partial_y\varepsilon)^2/|\nabla\varepsilon|$, which threefold symmetry makes equal to $\tfrac12\oint|\nabla\varepsilon|\,dl$. By the divergence theorem, $2\varepsilon\oint|\nabla\varepsilon|\,dl=\int\nabla^2\varepsilon^2\,d^2k$ over the enclosed area $\mathcal A$.

Now $\varepsilon^2=t^2[3+2\sum_i\cos(k\cdot R_i)]$ with $R_i=\delta_2-\delta_1,\ \delta_3-\delta_2,\ \delta_1-\delta_3$ of length $\sqrt3b$, so $\nabla^2\varepsilon^2=-3b^2(\varepsilon^2-3t^2)=9b^2t^2(1-\varepsilon^2/3t^2)$. Each $K\cdot R_i$ equals $2\pi/3$ modulo $2\pi$. With $y_i=\kappa\cos\theta_i$, $\kappa=\sqrt3bk$ and angles $\theta_i$ spaced by $2\pi/3$, $\varepsilon^2/t^2=3-\sum\cos y_i-\sqrt3\sum\sin y_i$. The sums $\sum\cos^n\theta_i=0,\ \tfrac32,\ \tfrac34\cos3\theta_1,\ \tfrac98$ for $n=1,\dots,4$ give

$$u\equiv\frac{4\varepsilon^2}{3t^2}=\kappa^2\left(1+p\kappa-\frac{\kappa^2}{16}\right),\qquad p=\frac{\sqrt3}{6}\cos3\theta_1 .$$

Inverting, $\kappa^2=u(1-p\kappa+p^2\kappa^2+\kappa^2/16)$ with $\kappa=\sqrt u\,(1-p\sqrt u/2)$, so $\kappa^2=u(1-p\sqrt u+\tfrac32p^2u+u/16)$. The averages $\langle p\rangle=0$, $\langle p^2\rangle=1/24$ give $1+u/8$, hence $\mathcal A=\pi(\varepsilon/\hbar v)^2(1+\varepsilon^2/6t^2)$. To leading order $\int\varepsilon^2d\mathcal A=\pi\varepsilon^4/2(\hbar v)^2$, so

$$\int\nabla^2\varepsilon^2\,d^2k=9b^2t^2\,\frac{\pi\varepsilon^2}{(\hbar v)^2}\left[1+\frac{\varepsilon^2}{6t^2}-\frac{\varepsilon^2}{6t^2}+O(\varepsilon^4/t^4)\right].$$

The $(\varepsilon/t)^2$ correction to the interband weight cancels in this nearest-neighbour model. The program asserts only that the deviation is below 2% of $\alpha|\mu|$ and falls by more than a factor 3 when $t$ doubles; it does not test the fourth power. The leading lattice correction to the dynamic shift is therefore the quadratic vertex of (f).

For the intraband weight, $\hat\delta_i\cdot\hat\delta_j=-\tfrac12$ for $i\neq j$ gives $|G|^2=3-\tfrac12(\varepsilon^2/t^2-3)$, so the two squared elements, averaged over polarisation, add to $g^2(1-\varepsilon^2/9t^2)$. The density of states carries $d\mathcal A/d\varepsilon\propto1+\varepsilon^2/3t^2$, making the total weight $g^2(1+2\varepsilon^2/9t^2)$. Subtracting the interband $g^2/2$ leaves $\tfrac12g^2(1+4\varepsilon^2/9t^2)$. The static residual of the linear vertex is then $-\alpha\frac{4}{9t^2}\langle\varepsilon^3\rangle$, with $\langle\varepsilon^3\rangle=\mu^3+3\mu\langle x^2\rangle=\mu^3[1+\pi^2(kT/\mu)^2]$ for $\mu\gg kT$. Relative to $\alpha\mu$ it is $\tfrac49\times0.01\times[1+\pi^2(25.852/300)^2]=0.0048$, which matches $0.0066/1.3779$. A frozen-phonon calculation on the lattice also contains the quadratic vertex of (f), here $9.6\times10^{-4}\times1.378=+0.0013$ meV, so its total is $-0.0053$ meV.

## Values computed for the example and the checks

```
inputs: t = 3.0 eV, b = 1.4 A, beta = 2.5, M = 12.0 u
W = 0.2 eV = 1613.1 cm^-1
A0 = 5.0922 A^2, hbar v = 6.300 eV A, v = 9.5714e+05 m/s
|dt/db| = 5.3571 eV/A, w0 = 0.04173 A, g = 0.3354 eV
alpha = 4.59312e-03 (dimensionless); asymptotic slope = 37.05 cm^-1/eV
FWHM neutral T=0: 1.4430 meV = 11.64 cm^-1
density at |mu|=W/2, T=0: 8.020e+11 cm^-2
zero of shift: x = 1.19968, |mu| = 0.11997 eV
first-order failure width alpha W/8 = 0.1148 meV
kT at 10, 77, 300 K = 0.8617, 6.635, 25.852 meV
mu=0.00 eV shift(0,77,300 K) = 0.0000, -0.0005, -0.0278 meV
mu=0.05 eV shift(0,77,300 K) = -0.0226, -0.0297, -0.0583 meV
mu=0.09 eV shift(0,77,300 K) = -0.2628, -0.2941, -0.0590 meV
mu=0.11 eV shift(0,77,300 K) = -0.1939, -0.2253, 0.0087 meV
mu=0.20 eV shift(0,77,300 K) = 0.6663, 0.6648, 0.6385 meV
mu=0.30 eV shift(0,77,300 K) = 1.2187, 1.2184, 1.2130 meV
mu=0.00 eV FWHM(0,77,300 K) = 1.4430, 1.4430, 1.3839 meV
mu=0.05 eV FWHM(0,77,300 K) = 1.4430, 1.4422, 1.2564 meV
mu=0.09 eV FWHM(0,77,300 K) = 1.4430, 1.1813, 0.8584 meV
mu=0.11 eV FWHM(0,77,300 K) = 0.0000, 0.2617, 0.5832 meV
mu=0.20 eV FWHM(0,77,300 K) = 0.0000, 0.0000, 0.0295 meV
mu=0.30 eV FWHM(0,77,300 K) = 0.0000, 0.0000, 0.0006 meV
T=10 K at mu=W/2: shift -0.8205 meV, log law -0.8205 meV, FWHM 0.7215 meV
T=10 K minimum: mu = 0.099974 eV, shift -0.8205 meV = -6.62 cm^-1
T=77 K at mu=W/2: shift -0.3513 meV, log law -0.3513 meV, FWHM 0.7215 meV
T=77 K minimum: mu = 0.098440 eV, shift -0.3540 meV = -2.86 cm^-1
T=300 K at mu=W/2: shift -0.0327 meV, log law -0.0331 meV, FWHM 0.7209 meV
T=300 K minimum: mu = 0.073466 eV, shift -0.0734 meV = -0.59 cm^-1
pi exp(-gamma)/2 = 0.88194
predicted offset of minimum at 10 K = 0.0261 meV
mu=0.3 eV, T=0: alpha mu = 1.3779 meV, log term = -0.1592 meV
mu=0.3 eV, T=0: shift = 1.2187 meV = 9.83 cm^-1
mu=0.3 eV, T=0: Dyson pole shift = 1.2131 meV
mu=0.05 eV, T=0: Dyson lineshape FWHM = 1.4433 meV
lattice, mu=0.3 eV, 300 K, y polarisation, Im z = 10 meV, hbar v q = 2 meV:
  alpha S = 1.3779 meV
  static intraband -1.3846 meV, interband 1.3779 meV
  static total -0.0066 meV
  dynamic |intraband| = 1.03e-04 meV
  q=0 |lattice - Dirac|/(alpha mu) = 7.49e-07
  q=0 second-order-vertex term/(alpha mu) = 9.56e-04
```
